# Rotation eigenvalues and the charge of two-band Weyl nodes: a program that tests the result

```python
"""
Result under test: two bands cross on an n-fold axis with unequal slopes.
Just above the node let u_low, u_up be the C_n eigenvalues of the lower and
upper band, u_low/u_up = exp(2 pi i J/n). The charge (outward Berry flux of
the lower band / 2 pi) equals J modulo n; generically it is the residue of
least magnitude. For J = n/2 it is +n/2 or -n/2, by the larger of |A|, |B| in
h = A q_plus^(n/2) + B q_minus^(n/2), where h = <low|H|up>, q_pm = qx +- i qy.
Charges are computed from eigenvectors, with no use of this rule.
Lattice example: energies in eV, lengths in nm, wave vectors in 1/nm.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as elementary_charge
from scipy.optimize import fsolve, brentq

rng = np.random.default_rng(12)


def flux_number(states):
    """Berry flux / 2 pi; axis 0 open, axis 1 periodic, normal = axis0 x axis1."""
    along_0 = np.sum(states[:-1].conj() * states[1:], axis=-1)
    along_1 = np.sum(states.conj() * np.roll(states, -1, axis=1), axis=-1)
    loop = (along_0 * along_1[1:] * np.roll(along_0, -1, axis=1).conj()
            * along_1[:-1].conj())
    value = -np.sum(np.angle(loop)) / (2 * np.pi)
    assert abs(value - round(value)) < 1e-6
    return int(round(value))


def sphere_charge(hamiltonian, centre, radius, n_theta=24, n_phi=96):
    theta = np.linspace(0, np.pi, n_theta + 1)[:, None]
    phi = 2 * np.pi * np.arange(n_phi)[None, :] / n_phi
    direction = np.stack([np.sin(theta) * np.cos(phi),
                          np.sin(theta) * np.sin(phi),
                          np.cos(theta) + 0 * phi], axis=-1)
    points = np.asarray(centre) + radius * direction
    return flux_number(np.linalg.eigh(hamiltonian(points))[1][..., 0])


def two_band(g, h):
    matrix = np.zeros(np.shape(g) + (2, 2), complex)
    matrix[..., 0, 0], matrix[..., 1, 1] = g, -g
    matrix[..., 1, 0], matrix[..., 0, 1] = h, np.conj(h)
    return matrix


# Sign convention: H = k.sigma has charge +1.
weyl_charge = sphere_charge(
    lambda q: two_band(q[..., 2], q[..., 0] + 1j * q[..., 1]), [0, 0, 0], 1.0)
assert weyl_charge == 1
print("charge of H = +k.sigma:", weyl_charge)

# Random polynomials through fourth order, averaged over the rotation group.
powers = np.array([(i, j, l) for i in range(5) for j in range(5)
                   for l in range(5) if i + j + l <= 4])


def random_symmetric_hamiltonian(n, eigenvalues):
    count = len(powers)
    g_coef = rng.normal(size=count)
    h_coef = rng.normal(size=count) + 1j * rng.normal(size=count)
    g_coef[np.all(powers == [0, 0, 0], axis=1)] = 0.0
    slope = rng.choice([-1, 1]) * rng.uniform(0.5, 1.5)
    g_coef[np.all(powers == [0, 0, 1], axis=1)] = slope

    def hamiltonian(q):
        total = 0
        for step in range(n):
            c, s = np.cos(2 * np.pi * step / n), np.sin(2 * np.pi * step / n)
            rotated = np.stack([c * q[..., 0] - s * q[..., 1],
                                s * q[..., 0] + c * q[..., 1], q[..., 2]], -1)
            table = rotated[..., None] ** np.arange(5)
            monomials = (table[..., 0, powers[:, 0]] * table[..., 1, powers[:, 1]]
                         * table[..., 2, powers[:, 2]])
            u = eigenvalues ** step
            total = total + (u.conj()[:, None] * u[None, :]
                             * two_band(monomials @ g_coef, monomials @ h_coef))
        return total / n
    return hamiltonian


def circle_harmonics(hamiltonian, centre, radius, order, low, up):
    """Coefficients A, B of q_plus^order and q_minus^order in <low|H|up>."""
    phi = 2 * np.pi * np.arange(48) / 48
    ring = np.asarray(centre) + radius * np.stack(
        [np.cos(phi), np.sin(phi), 0 * phi], axis=-1)
    h = hamiltonian(ring)[:, low, up]
    return (np.mean(h * np.exp(-1j * order * phi)) / radius ** order,
            np.mean(h * np.exp(1j * order * phi)) / radius ** order)


radius = 0.02
found = {}
for n in (2, 3, 4, 6):
    for m in range(1, n):
        for draw in range(12):
            first = np.exp(2j * np.pi * (rng.integers(n) + 0.5) / n)
            u = np.array([first, first * np.exp(2j * np.pi * m / n)])
            model = random_symmetric_hamiltonian(n, u)
            above = np.diag(model(np.array([0, 0, 1e-3]))).real
            low, up = int(np.argmin(above)), int(np.argmax(above))
            J = int(round(n * np.angle(u[low] / u[up]) / (2 * np.pi))) % n
            if 2 * J == n:
                A, B = np.abs(circle_harmonics(model, [0, 0, 0], radius,
                                               J, low, up))
                if abs(A - B) < 0.1 * (A + B):
                    continue  # too near the sign change for a finite sphere
                predicted = J if A > B else -J
            else:
                predicted = J if 2 * J < n else J - n
            charge = sphere_charge(model, [0, 0, 0], radius)
            assert charge == predicted, (n, J, charge, predicted)
            found.setdefault((n, J), set()).add(charge)
print("charges found in random symmetric models:")
for (n, J), charges in sorted(found.items()):
    print(f"  C{n}, J = {J}: charge {sorted(charges)}")
    if 2 * J == n:
        assert charges == {J, -J}
assert len(found) == 11
largest = {n: max(abs(c) for (p, J), cs in found.items() if p == n for c in cs)
           for n in (2, 3, 4, 6)}
assert largest == {2: 1, 3: 1, 4: 2, 6: 3}
print("largest |charge| for each n:", largest)

# Equal eigenvalues: the crossing of the diagonal energies is avoided.
axis = np.stack([np.zeros(201), np.zeros(201), np.linspace(-0.05, 0.05, 201)], -1)
axis_gap = {}
for name, ratio in (("equal", 1), ("opposite", -1)):
    levels = np.linalg.eigvalsh(
        random_symmetric_hamiltonian(4, np.array([1, ratio], complex))(axis))
    axis_gap[name] = np.min(levels[:, 1] - levels[:, 0])
assert axis_gap["equal"] > 0.05 and axis_gap["opposite"] < 1e-12
print(f"least axis gap, equal eigenvalues: {axis_gap['equal']:.3f} (model units)")

# Small linear coefficient on a C4 axis: only the rule modulo 4 is global.
epsilon, beta = 0.01, 1.0


def near_tuned(q, linear=epsilon):
    q_plus = q[..., 0] + 1j * q[..., 1]
    return two_band(q[..., 2], linear * q_plus + beta * q_plus.conj() ** 3)


ring_radius = np.sqrt(epsilon / beta)
satellites = [ring_radius * np.array([np.cos(p), np.sin(p), 0])
              for p in np.pi / 4 + np.pi / 2 * np.arange(4)]
centre_charge = sphere_charge(near_tuned, [0, 0, 0], 0.03)
satellite_charges = [sphere_charge(near_tuned, s, 0.03) for s in satellites]
total_charge = sphere_charge(near_tuned, [0, 0, 0], 0.3)
tuned_charge = sphere_charge(lambda q: near_tuned(q, 0.0), [0, 0, 0], 0.3)
assert centre_charge == 1 and satellite_charges == [-1] * 4
assert total_charge == centre_charge + sum(satellite_charges) == -3
assert tuned_charge == -3
print(f"C4, J=1, epsilon={epsilon}, beta={beta}: ring radius {ring_radius:.3f}")
print(f"  axis {centre_charge}, satellites {satellite_charges}, total {total_charge}")
print("  charge at epsilon = 0:", tuned_charge)

# Tetragonal lattice example; basis: rising band, falling band, remote band.
cell = 1.0
t_axis, t_plane, t_tilt = 0.2, 0.2, 0.05
D1, D2 = 0.2, 0.1
node_angle = np.pi / 3
remote_energy = 0.5


def lattice(k, breaking=0.0, coupling=None):
    x, y, z = (cell * k[..., i] for i in range(3))
    along = np.cos(node_angle) - np.cos(z)
    g = t_axis * along + t_plane * (2 - np.cos(x) - np.cos(y))
    h = D1 * (np.cos(y) - np.cos(x)) + 1j * D2 * np.sin(x) * np.sin(y) + breaking
    pair = two_band(g, h) + (t_tilt * along)[..., None, None] * np.eye(2)
    if coupling is None:
        return pair
    full = np.zeros(np.shape(g) + (3, 3), complex)
    full[..., :2, :2] = pair
    full[..., 2, 2] = remote_energy
    link = coupling * (np.sin(x) - 1j * np.sin(y)) / cell
    full[..., 2, 0], full[..., 0, 2] = link, link.conj()
    full[..., 1, 2], full[..., 2, 1] = link, link.conj()
    return full


rotation = np.diag([1, -1, -1j])
k_test = np.array([0.37, -0.81, 0.52])
k_rotated = np.array([0.81, 0.37, 0.52])
assert np.allclose(rotation @ lattice(k_test, coupling=0.1) @ rotation.conj().T,
                   lattice(k_rotated, coupling=0.1))


def axis_difference(kz):
    matrix = lattice(np.array([0.0, 0.0, kz]))
    return (matrix[0, 0] - matrix[1, 1]).real


k_node = brentq(axis_difference, 0.2, 2.5, xtol=1e-13)
node = np.array([0.0, 0.0, k_node])
assert abs(k_node - node_angle / cell) < 1e-10
vectors = np.linalg.eigh(lattice(node + [0, 0, 0.1]))[1]
C4_values = [np.vdot(vectors[:, i], rotation[:2, :2] @ vectors[:, i])
             for i in range(2)]
ratio = (C4_values[0] / C4_values[1]).real
assert abs(ratio + 1) < 1e-12
step = 1e-4
slopes = np.diag(lattice(node + [0, 0, step]) - lattice(node - [0, 0, step])).real
slopes = slopes / (2 * step)
expected = cell * np.sin(node_angle) * np.array([t_tilt + t_axis, t_tilt - t_axis])
assert np.allclose(slopes, expected, rtol=1e-6)
A, B = (value.real for value in circle_harmonics(lattice, node, 0.01, 2, 1, 0))
assert np.allclose([A, B], cell ** 2 / 4 * np.array([D1 + D2, D1 - D2]), rtol=1e-3)
node_charge = sphere_charge(lattice, node, 0.1)
assert node_charge == 2 * np.sign(abs(A) - abs(B))


def plane_chern(kz, size=60):
    kx = np.linspace(0, 2 * np.pi / cell, size + 1)[:, None]
    ky = 2 * np.pi / cell * np.arange(size)[None, :] / size
    k = np.stack([kx + 0 * ky, ky + 0 * kx, kz + 0 * kx + 0 * ky], -1)
    return flux_number(np.linalg.eigh(lattice(k))[1][..., 0])


chern_below, chern_above = plane_chern(0.0), plane_chern(np.pi / cell)
assert chern_above - chern_below == node_charge
inversion = -axis_difference(0.0)
print(f"cell {cell} nm; t_axis {t_axis}, t_plane {t_plane}, t_tilt {t_tilt} eV")
print(f"D1 {D1}, D2 {D2} eV; inversion at zone centre {inversion:.3f} eV")
print(f"node at kz = {k_node:.4f} 1/nm; C4 ratio lower/upper above it {ratio:.0f}")
print(f"axis slopes: rising {slopes[0]:.4f}, falling {slopes[1]:.4f} eV nm")
tilt_ratio = abs(slopes.sum() / (slopes[0] - slopes[1]))
print(f"tilt ratio {tilt_ratio:.3f} (below 1: not overtilted along axis)")
print(f"A = {A:.4f}, B = {B:.4f} eV nm^2; node charge {node_charge}")
print(f"Chern number of plane kz=0: {chern_below}; kz=pi/cell: {chern_above}")

# A term that breaks C4 splits the double node.
breaking = 0.005


def pauli_components(k):
    matrix = lattice(np.asarray(k), breaking)
    return [matrix[1, 0].real, matrix[1, 0].imag,
            (matrix[0, 0] - matrix[1, 1]).real / 2]


split_nodes = [fsolve(pauli_components, [0.0, sign * 0.2, k_node], xtol=1e-12)
               for sign in (1, -1)]
assert all(np.max(np.abs(pauli_components(k))) < 1e-10 for k in split_nodes)
split_charges = [sphere_charge(lambda k: lattice(k, breaking), s, 0.08)
                 for s in split_nodes]
enclosing = sphere_charge(lambda k: lattice(k, breaking), node, 0.5)
assert split_charges == [1, 1] and enclosing == 2
split_estimate = np.sqrt(breaking / (A + B))
assert abs(split_nodes[0][1] / split_estimate - 1) < 0.01
split_levels = np.linalg.eigvalsh(lattice(node, breaking))
print(f"C4-breaking term {1e3 * breaking:.1f} meV: charges {split_charges}")
print(f"  ky = +-{split_nodes[0][1]:.4f} 1/nm (estimate {split_estimate:.4f})")
print(f"  common kz = {split_nodes[0][2]:.4f} 1/nm; enclosing charge {enclosing}")
print(f"  splitting at old node {1e3 * (split_levels[1] - split_levels[0]):.1f} meV")

# A remote band changes B and can reverse the charge.
critical_coupling = np.sqrt(remote_energy * (A + B))
print(f"remote band at {remote_energy} eV; reversal at P = {critical_coupling:.4f} eV nm")
for coupling in (0.10, 0.21, 0.24):
    B_new = B - coupling ** 2 / remote_energy
    charge = sphere_charge(lambda k: lattice(k, coupling=coupling), node, 0.05)
    assert charge == (2 if abs(A) > abs(B_new) else -2)
    assert (charge == 2) == (coupling < critical_coupling)
    print(f"  P = {coupling:.2f} eV nm: changed B {B_new:.4f} eV nm^2, charge {charge}")

# Thermal scale, and error of the quadratic form.
temperature = 20.0
thermal_energy = boltzmann * temperature / elementary_charge


def half_splitting(q):
    levels = np.linalg.eigvalsh(lattice(node + [q, 0, 0]))
    return (levels[1] - levels[0]) / 2


assert abs(half_splitting(0.02) / half_splitting(0.01) - 4) < 0.01
thermal_q = brentq(lambda q: half_splitting(q) - thermal_energy, 1e-4, 1.0)
q_sample = 0.3
h_sample = lattice(node + [q_sample, 0, 0])[1, 0].real
quadratic_error = (A + B) * q_sample ** 2 / h_sample - 1
assert 0 < quadratic_error < 0.02
print(f"kT at {temperature:.0f} K: {1e3 * thermal_energy:.3f} meV")
print(f"half splitting equals kT at qx = {thermal_q:.4f} 1/nm")
print(f"quadratic form too large by {100 * quadratic_error:.2f} % at qx={q_sample} 1/nm")

print("all good")
```

Output:

```
charge of H = +k.sigma: 1
charges found in random symmetric models:
  C2, J = 1: charge [-1, 1]
  C3, J = 1: charge [1]
  C3, J = 2: charge [-1]
  C4, J = 1: charge [1]
  C4, J = 2: charge [-2, 2]
  C4, J = 3: charge [-1]
  C6, J = 1: charge [1]
  C6, J = 2: charge [2]
  C6, J = 3: charge [-3, 3]
  C6, J = 4: charge [-2]
  C6, J = 5: charge [-1]
largest |charge| for each n: {2: 1, 3: 1, 4: 2, 6: 3}
least axis gap, equal eigenvalues: 3.826 (model units)
C4, J=1, epsilon=0.01, beta=1.0: ring radius 0.100
  axis 1, satellites [-1, -1, -1, -1], total -3
  charge at epsilon = 0: -3
cell 1.0 nm; t_axis 0.2, t_plane 0.2, t_tilt 0.05 eV
D1 0.2, D2 0.1 eV; inversion at zone centre 0.200 eV
node at kz = 1.0472 1/nm; C4 ratio lower/upper above it -1
axis slopes: rising 0.2165, falling -0.1299 eV nm
tilt ratio 0.250 (below 1: not overtilted along axis)
A = 0.0750, B = 0.0250 eV nm^2; node charge 2
Chern number of plane kz=0: -2; kz=pi/cell: 0
C4-breaking term 5.0 meV: charges [1, 1]
  ky = +-0.2241 1/nm (estimate 0.2236)
  common kz = 1.0181 1/nm; enclosing charge 2
  splitting at old node 10.0 meV
remote band at 0.5 eV; reversal at P = 0.2236 eV nm
  P = 0.10 eV nm: changed B 0.0050 eV nm^2, charge 2
  P = 0.21 eV nm: changed B -0.0632 eV nm^2, charge 2
  P = 0.24 eV nm: changed B -0.0902 eV nm^2, charge -2
kT at 20 K: 1.723 meV
half splitting equals kT at qx = 0.1104 1/nm
quadratic form too large by 0.75 % at qx=0.3 1/nm
all good
```
